# Desorption energy from a first-order thermal desorption peak

## Problem

A layer of precursor molecules is adsorbed on a surface, which is heated at the constant rate \(\beta = 2\) K/s. The molecules leave intact, and the desorption signal has its maximum at \(T_p = 450\) K. Desorption is first order, with prefactor \(\nu = 10^{13}\) s\(^{-1}\).

(a) Estimate the desorption energy \(E\) by comparing time scales.

(b) Find \(E\) from the rate equation, and compare it with the estimate.

(c) Find what fraction of the layer is still on the surface at the peak.

(d) Decide what the peak temperature can say about the adsorption geometry.

**Assumptions.** Each molecule desorbs independently of the others, with the rate constant

\[
k(T) = \nu\, e^{-E/(k_B T)} ,
\]

where \(E\) and \(\nu\) depend neither on temperature nor on coverage. Desorbed molecules do not return, and they are pumped away fast enough for the signal to be proportional to the instantaneous desorption rate. Heating starts at a temperature \(T_0\) well below the peak, where desorption is negligible.

**Conventions.** The coverage is \(\theta\), with initial value \(\theta_0\). The algebra is in atomic units, with \(k_B\) kept explicit to turn a temperature in kelvin into an energy. The energy enters through the ratio

\[
x = \frac{E}{k_B T_p},
\]

which has no unit, so numerical energies can be given in eV. Temperatures are in K and times in s.

## A first estimate by scaling

At low temperature a molecule stays on the surface for much longer than the experiment lasts. At high temperature it leaves almost at once. The peak should lie where the mean residence time \(1/k\) is comparable with the time scale of the heating.

The simplest time that can be formed from the heating data is \(T_p/\beta\), which is \(450/2 = 225\) s. Setting \(k(T_p)\) equal to its inverse gives

\[
\nu\, e^{-E/(k_B T_p)} \approx \frac{\beta}{T_p} .
\]

Multiplying by \(T_p\, e^{E/(k_BT_p)}/\beta\) and taking the logarithm gives the estimate

\[
E_{\text{est}} = k_B T_p\, L, \qquad L = \ln\frac{\nu T_p}{\beta} .
\]

The argument of the logarithm is \(10^{13}\times 450/2 = 2.25\times10^{15}\), so \(L = 35.350\). With \(k_B T_p = 0.038778\) eV,

\[
E_{\text{est}} = 35.350 \times 0.038778\ \text{eV} \approx 1.37\ \text{eV}.
\]

The weak point is the choice of \(T_p/\beta\). It is the time needed to heat the sample through an interval as large as \(T_p\) itself, whereas the rate constant changes greatly over a much smaller interval. A wrong factor in the time enters the energy through a logarithm, so the estimate should still have the right size. The rate equation supplies the missing factor.

## Solution from the rate equation

### The condition for the peak

The desorption rate is

\[
r = -\frac{d\theta}{dt} = k(T)\,\theta .
\]

Since \(dT/dt = \beta\), the chain rule gives \(d\theta/dt = \beta\, d\theta/dT\). Dividing the rate equation by \(\beta\theta\) then gives

\[
\frac{d\ln\theta}{dT} = -\frac{k(T)}{\beta} .
\]

The maximum of \(r\) is also the maximum of its logarithm,

\[
\ln r = \ln\nu - \frac{E}{k_B T} + \ln\theta .
\]

The derivative of \(-E/(k_BT)\) with respect to \(T\) is \(+E/(k_BT^2)\). Hence

\[
\frac{d\ln r}{dT} = \frac{E}{k_B T^2} - \frac{\nu}{\beta}\,e^{-E/(k_B T)} .
\]

The first term is the relative growth of the rate constant per kelvin. The second is the relative loss of coverage per kelvin. The signal rises while the first is larger and falls once the second has overtaken it.

For \(E>0\) the first term decreases steadily with temperature, from arbitrarily large values towards zero. The second increases steadily from zero. Their difference therefore vanishes at one temperature, where it changes from positive to negative, and this is a maximum of the rate. If heating began above this temperature, the signal would fall from the start and show no such maximum. This is one reason for requiring a cold start.

The initial coverage has dropped out, because changing \(\theta_0\) multiplies the whole signal by a constant. In a numerical integration of the rate equation, a full initial layer and a quarter of a layer both gave a peak at 450.00 K.

### The equation for the energy

At \(T=T_p\) the two terms are equal:

\[
\frac{E}{k_B T_p^2} = \frac{\nu}{\beta}\,e^{-E/(k_B T_p)} .
\]

The left side is \(x/T_p\), and the exponential is \(e^{-x}\). Multiplying both sides by \(T_p e^x\) gives

\[
x\,e^x = \frac{\nu T_p}{\beta} .
\]

For positive \(x\) the left side increases from zero without bound, so there is one positive root. The logarithm of the equation is

\[
x + \ln x = L, \qquad\text{or}\qquad x = L - \ln x .
\]

The second form can be iterated by hand: a trial value is put into the logarithm, and the result is the next trial value. Near the root, a small error \(\varepsilon\) in the trial value changes \(-\ln x\) by about \(-\varepsilon/x\). Each step therefore reverses the sign of the error and reduces it by a factor of about \(x\), here about 32.

Starting from \(x=30\), the successive values are

\[
\begin{aligned}
x_1 &= 35.34971 - \ln 30 = 31.94851,\\
x_2 &= 35.34971 - \ln 31.94851 = 31.88558,\\
x_3 &= 31.88755,\\
x_4 &= 31.88749 .
\end{aligned}
\]

The values alternate about the root, as the negative error factor requires. The desorption energy is

\[
E = x\,k_BT_p = 31.8875\times 0.038778\ \text{eV} = 1.237\ \text{eV},
\]

which is 119.3 kJ/mol.

This result was tested without the peak condition. The rate equation was integrated in time for trial energies, the maximum of each signal was located, and the energy was varied until the maximum lay at 450 K. The search gave 1.23653 eV, in agreement with the root to the digits printed. The agreement checks the algebra; it says nothing about whether a real surface obeys the assumptions.

## Comparison of the two results

The estimate used \(x_{\text{est}} = L\), while the solution satisfies \(L = x+\ln x\). Therefore

\[
E_{\text{est}} - E = k_BT_p\ln x, \qquad
\frac{E_{\text{est}}}{E} = 1+\frac{\ln x}{x} .
\]

Here \(\ln x = 35.34971-31.88749 \approx 3.462\). The estimate is too high by \(0.038778\times3.462 = 0.134\) eV, or 11% of the solution. The relative error tends to zero as \(x\) grows, but slowly.

The source of the error can be seen in the time scale. Close to \(T_p\), expansion of the exponent to first order gives

\[
\frac{k(T_p+\Delta T)}{k(T_p)} \approx
\exp\!\left(\frac{E\,\Delta T}{k_BT_p^2}\right).
\]

In this approximation the rate constant grows by a factor \(e\) over the interval

\[
\delta = \frac{k_BT_p^2}{E} = \frac{T_p}{x} = \frac{450\ \text{K}}{31.887} \approx 14.1\ \text{K}.
\]

The sample crosses it in \(\delta/\beta \approx 7.1\) s, not in 225 s. The peak condition can be rewritten in terms of this time. From \(\nu e^{-x} = \beta x/T_p\) it follows that

\[
k(T_p) = \frac{\beta x}{T_p} = \frac{\beta}{\delta} .
\]

Numerically, \(k(T_p) = 0.1417\) s\(^{-1}\), whose inverse is again 7.1 s. The scaling argument thus becomes the full peak condition when the heating time is taken over the interval \(\delta\) instead of \(T_p\). The two times differ by the factor \(x\), and the logarithm of this factor is the term missing from the estimate.

## The layer at the peak

### The remaining fraction

Integrating \(d\ln\theta/dT=-k/\beta\) from the start to the peak gives

\[
\ln\frac{\theta(T_p)}{\theta_0}
= -\frac{\nu}{\beta}\int_{T_0}^{T_p} e^{-E/(k_BT)}\,dT .
\]

Substitute \(T=T_p/s\). Then \(E/(k_BT)=xs\) and \(dT=-T_p\,ds/s^2\). The lower limit \(T_0\) becomes \(s=T_p/T_0\), and the upper limit becomes \(s=1\). The minus sign in \(dT\) reverses the order of the limits:

\[
\int_{T_0}^{T_p} e^{-E/(k_BT)}\,dT
= T_p\int_1^{T_p/T_0}\frac{e^{-xs}}{s^2}\,ds .
\]

For a cold start the upper limit can be replaced by infinity, because the added part is smaller than the rest by a factor of order \(e^{-x(T_p/T_0-1)}\). The integral is then the exponential integral

\[
E_2(x)=\int_1^\infty \frac{e^{-xs}}{s^2}\,ds ,
\]

where the subscript distinguishes this function from the energy \(E\). The peak condition replaces \(\nu T_p/\beta\) by \(x e^x\), so that

\[
\frac{\theta(T_p)}{\theta_0} = \exp\!\left[-x e^x E_2(x)\right].
\]

For \(x=31.887\) this gives 0.3896. Numerical integration of the rate equation gives the same value. At the maximum of the signal about 61% of the layer has left and 39% remains.

### The limit of large \(x\)

Two integrations by parts show why the fraction is close to \(1/e\). The first integrates \(e^{-xs}\) and differentiates \(s^{-2}\):

\[
E_2(x) = \frac{e^{-x}}{x} - \frac{2}{x}\int_1^\infty\frac{e^{-xs}}{s^3}\,ds .
\]

The remaining integral is positive, so \(x e^xE_2(x)<1\), and the remaining fraction is larger than \(1/e\). Treating that integral in the same way and multiplying by \(xe^x\) gives

\[
x e^xE_2(x) = 1-\frac{2}{x}+R, \qquad
R=\frac{6e^x}{x}\int_1^\infty\frac{e^{-xs}}{s^4}\,ds .
\]

Since \(s^{-4}\le1\) in the integral, \(0<R<6/x^2\). Dropping \(R\) gives

\[
\frac{\theta(T_p)}{\theta_0}\approx e^{-(1-2/x)} = 0.3917 .
\]

This lies slightly above 0.3896, as the positive sign of \(R\) requires.

The same limit gives the shape of the peak. Let \(u=(T-T_p)/\delta\) and use the first-order expansion \(k(T)\approx k(T_p)e^u\). Since \(k(T_p)\delta/\beta=1\),

\[
\frac{d\ln\theta}{du} = -\frac{\delta\,k(T)}{\beta} \approx -e^u .
\]

With \(\theta\to\theta_0\) far below the peak, integration gives \(\theta\approx\theta_0\exp(-e^u)\), and hence

\[
r \approx k(T_p)\,\theta_0\,\exp(u-e^u) .
\]

Below the peak the signal grows roughly as \(e^u\), because the rate constant rises while the layer is still nearly complete. Above it the term \(-e^u\) in the exponent cuts the signal off much faster, because the layer is running out. A first-order peak in this limit is therefore asymmetric, with the steeper side at high temperature. The form holds to leading order in \(1/x\). For \(x=31.9\) it stays within about 10% of the exact signal from \(u=-2\) to \(u=1.5\). It is 34% too high at \(u=-3\), and 26% too low at \(u=2\), where the signal has dropped below 2% of its maximum; further out the relative error grows quickly. The exact signal falls to half its maximum 19.3 K below the peak and 13.8 K above it.

## What the peak says about geometry

### Two geometries with the same prefactor

Suppose that the precursor can bind in two geometries, for example upright or flat, and that molecules do not change from one to the other during heating. Each geometry then has its own rate equation, and the signal is the sum of two first-order peaks.

To find how a peak moves with energy, take the differential of \(x+\ln x=\ln(\nu T_p/\beta)\) at fixed \(\nu\) and \(\beta\):

\[
\left(1+\frac1x\right)dx = \frac{dT_p}{T_p} .
\]

From \(x=E/(k_BT_p)\),

\[
dx = x\left(\frac{dE}{E}-\frac{dT_p}{T_p}\right).
\]

Inserting this and using \(x(1+1/x)=1+x\) gives

\[
(1+x)\left(\frac{dE}{E}-\frac{dT_p}{T_p}\right)=\frac{dT_p}{T_p} .
\]

Collecting the terms in \(dT_p\) gives

\[
\frac{dT_p}{dE} = \frac{T_p}{E}\,\frac{1+x}{2+x} = 353\ \text{K/eV}.
\]

The simulated signals give the same slope. A geometry with a desorption energy higher by 0.10 eV should thus peak about 35 K higher, and the simulation puts its peak at 485.3 K. This shift is about 2.5 times \(\delta\), close to the full width at half maximum of one peak (33 K), so the two peaks overlap. In the summed signal the lower maximum is pulled upwards, to 452.7 K for equal populations and to 458.8 K when only 30% of the molecules are in the weaker geometry. The maxima of an overlapped signal are therefore not the peak temperatures of the separate geometries. Read in the other direction, an error of 1 K in \(T_p\) changes the inferred energy by \(1/353\approx0.003\) eV.

### When the prefactor also changes

The prefactor need not be the same for both geometries. In transition-state theory it is proportional to the partition function of the transition state divided by that of the adsorbed molecule. The latter depends on how freely the molecule can rotate, slide and vibrate on the surface, and so on its geometry.

At fixed \(T_p\) and \(\beta\), the differential of the peak equation is \((1+1/x)\,dx=d\ln\nu\), while \(dE=k_BT_p\,dx\). Therefore

\[
\frac{dE}{d\ln\nu} = k_BT_p\,\frac{x}{1+x} .
\]

A factor of ten in \(\nu\) changes the inferred energy by about

\[
0.038778\ \text{eV}\times\frac{31.887}{32.887}\times\ln 10
\approx 0.087\ \text{eV}.
\]

Solving the full equation for the same 450 K peak gives 1.150 eV for \(\nu=10^{12}\) s\(^{-1}\) and 1.323 eV for \(\nu=10^{14}\) s\(^{-1}\). Simulations with these two pairs of values also peak at 450 K. An uncertainty of a factor of ten in the prefactor thus matters far more than an error of 1 K in the peak temperature. The real uncertainty can be larger: \(10^{13}\) s\(^{-1}\) is a conventional value, and polyatomic molecules can have prefactors several orders of magnitude higher. With \(\nu=10^{16}\) s\(^{-1}\) the same peak would give 1.50 eV.

This limits what can be concluded about geometry. Take the geometry with the additional 0.10 eV and ask which prefactor \(\nu'\) would bring its peak back to 450 K. Its energy ratio is \(x'=x+0.10/0.038778=x+2.579\). Since \(\nu=\beta xe^x/T_p\),

\[
\frac{\nu'}{\nu}=\frac{x'}{x}\,e^{x'-x}
=\frac{34.466}{31.887}\,e^{2.579}\approx 14 .
\]

A more strongly held geometry with a prefactor 14 times larger would have the same peak temperature. One peak temperature therefore cannot identify the geometry, and it fixes \(E\) only when \(\nu\) is known or assumed. A second heating rate adds information: if \(E\) and \(\nu\) are the same in both runs, the two peak equations contain two unknowns. The solution is sensitive to errors, however, because the peak moves little with \(\beta\). Doubling the rate to 4 K/s shifts the peak by only 9.4 K, and an error of 1 K in the second peak temperature then changes the fitted energy by 0.12 to 0.15 eV. With 20 K/s the shift is 32.7 K, and the same error changes the energy by about 0.04 eV.

### Conditions on the interpretation

The energy found here is the barrier to desorption. If adsorption has a barrier of its own, the desorption energy is the binding energy plus that barrier, apart from thermal and zero-point contributions. A comparison with a binding energy calculated for a particular geometry must take this into account.

If the geometries interconvert much faster than they desorb, they do not have separate rate equations. Their populations stay in equilibrium, and the total coverage decays with the population-weighted mean of the two rate constants. The signal then cannot be divided into one peak for each geometry.

The order of desorption matters too. If the precursor dissociates on the surface and two fragments must recombine before leaving, the rate may be \(r=k(T)\theta^2\), with \(\theta\) a fractional coverage. Then \(d\ln\theta/dT=-k\theta/\beta\), and \(\ln r\) contains \(2\ln\theta\). Setting its derivative to zero gives

\[
\frac{E}{k_BT_p^2}=\frac{2k(T_p)\,\theta(T_p)}{\beta},
\qquad
x e^x=\frac{2\nu T_p\,\theta(T_p)}{\beta} .
\]

The coverage no longer cancels, and the first-order equation cannot be used. Repeating the measurement with different initial coverages is therefore a useful check: a peak that moves contradicts the model assumed here, whether because of the order of desorption, interactions between molecules or readsorption.

Within the first-order model and with the stated prefactor, the 450 K peak corresponds to a desorption energy of 1.24 eV, or 119 kJ/mol. The numerical output gives the values behind this result and the comparisons above.

## Table of computed values

```
Peak temperature: 450.0 K
Heating rate: 2.0 K/s
Prefactor: 1.0e+13 1/s
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy at the peak: 0.038778 eV
nu*T_peak/beta: 2.250e+15 (no unit)
L = ln(nu*T_peak/beta): 35.34971 (no unit)
Iterate 0 of x: 30.00000 (no unit)
Iterate 1 of x: 31.94851 (no unit)
Iterate 2 of x: 31.88558 (no unit)
Iterate 3 of x: 31.88755 (no unit)
Iterate 4 of x: 31.88749 (no unit)
Error factor, iterate 1 to 2: -0.0313 (no unit)
Minus 1/x: -0.0314 (no unit)
Root x: 31.88749 (no unit)
Desorption energy, peak equation: 1.23653 eV
Desorption energy, simulation: 1.23653 eV
Desorption energy, converted: 119.31 kJ/mol
Rate constant at the peak: 0.1417 1/s
Simulated peak, full initial layer: 450.00 K
Simulated peak, quarter layer: 450.00 K
Fraction left at peak, formula: 0.38964 (no unit)
Fraction left at peak, simulation: 0.38964 (no unit)
Fraction left, large-x estimate: 0.39169 (no unit)
Peak shift per energy, formula: 353.18 K/eV
Peak shift per energy, simulation: 353.18 K/eV
Extra binding of second geometry: 0.10 eV
Simulated peak of second geometry: 485.28 K
Energy if prefactor is 1.0e+12 1/s: 1.1501 eV
Energy if prefactor is 1.0e+14 1/s: 1.3232 eV
```
